# Sign of the phonon conductance step for a resonant level

## Problem

A single level of energy $\varepsilon_0$ carries current between two contacts. The contacts give it constant widths $\Gamma_L=\Gamma_R=\Gamma/2$ (the wide-band model), and both spins conduct. The charge $n$ on the level is coupled to one phonon by $M\,n\,(b+b^\dagger)$. An outside bath keeps the phonon, of energy $\hbar\omega$, in its ground state. The bias $V>0$ is split evenly: the chemical potentials are $\pm eV/2$, energies are counted from the Fermi level, and $\varepsilon_0$ does not move with bias. The temperature is low, $kT\ll\hbar\omega$, and the coupling is weak, $M\ll\Gamma$ and $M^2/\hbar\omega\ll\Gamma$. Electron repulsion is left out.

The elastic transmission is

$$T(E)=\frac{\Gamma^2/4}{(E-\varepsilon_0)^2+\Gamma^2/4}.$$

At $eV=\hbar\omega$ electrons can begin to emit phonons, and $dI/dV$ jumps.

(a) Find the jump to order $M^2$, and show that for $\hbar\omega\ll\Gamma$ it changes sign at $T(0)=1/2$.

(b) Find what replaces this rule when $\hbar\omega$ is comparable with $\Gamma$.

(c) Find how the rule changes if the contacts are unequal, or if only the electrons cool the phonon.

## First estimate by scaling

Treat the newly opened emission as a small extra decay rate $\gamma$ of the level, so that its total width is $\Gamma+\gamma$. An electron on the level leaves through either contact with equal chance, whether or not it has emitted a phonon. The effective transmission is therefore $\Gamma/4$ times the spectral function,

$$T_{\rm eff}=\frac{\Gamma}{4}\,\frac{\Gamma+\gamma}{\varepsilon_0^2+(\Gamma+\gamma)^2/4}.$$

Its derivative at $\gamma=0$ gives

$$\delta T_{\rm eff}=\frac{\Gamma\gamma}{4}\,\frac{\varepsilon_0^2-\Gamma^2/4}{(\varepsilon_0^2+\Gamma^2/4)^2}=\frac{\gamma}{\Gamma}\,T(1-2T).$$

Extra width lowers the top of a resonance and raises its flanks. By the golden rule $\gamma$ is about $M^2$ times the spectral function, $4T/\Gamma$. With $G_0=2e^2/h$ the estimate is

$$\Delta G\sim G_0\,\frac{4M^2}{\Gamma^2}\,T^2(1-2T).$$

Two things remain open: the numerical factor, since some final states are occupied, and the effect of the energy $\hbar\omega$ lost on emission.

## Exact solution to order $M^2$

**Current.** Without the phonon, let

$$G(E)=\frac{1}{E-\varepsilon_0+i\Gamma/2},\qquad A=-2\,{\rm Im}\,G=\Gamma|G|^2 .$$

The filling of the level is set by $F=(f_L+f_R)/2$, so $G^<=iAF$ and $G^>=-iA(1-F)$. Let $\mathcal G$ denote the functions with the phonon included. The Meir–Wingreen current entering from contact $\alpha$ is

$$I_\alpha=\frac{2e}{h}\int dE\; i\Gamma_\alpha\left[f_\alpha(\mathcal G^r-\mathcal G^a)+\mathcal G^<\right].$$

In a steady state $I_L=-I_R$, so $I=(I_L-I_R)/2$. The widths are equal, and $\mathcal G^<$ cancels:

$$I=\frac{2e}{h}\,\frac{\Gamma}{4}\int dE\,(f_L-f_R)(-2\,{\rm Im}\,\mathcal G^r).$$

To order $M^2$, Dyson's equation gives $\mathcal G^r=G+G^2\Sigma^r$. Hence

$$\delta I=-\frac{2e}{h}\,\frac{\Gamma}{2}\int dE\,(f_L-f_R)\left[{\rm Re}\,G^2\,{\rm Im}\,\Sigma^r+{\rm Im}\,G^2\,{\rm Re}\,\Sigma^r\right].$$

**Self-energy.** For a phonon in its ground state the exchange diagram gives $\Sigma^>(E)=M^2G^>(E-\hbar\omega)$ and $\Sigma^<(E)=M^2G^<(E+\hbar\omega)$: an electron at $E$ can drop into an empty state at $E-\hbar\omega$, and a hole at $E$ can be filled by an electron from $E+\hbar\omega$. Either way the phonon receives one quantum. Since $2i\,{\rm Im}\,\Sigma^r=\Sigma^>-\Sigma^<$,

$${\rm Im}\,\Sigma^r(E)=-\frac{M^2}{2}\left[A(E-\hbar\omega)\{1-F(E-\hbar\omega)\}+A(E+\hbar\omega)F(E+\hbar\omega)\right].$$

There is also the Hartree term $-2M^2\langle n\rangle/\hbar\omega$, the shift by the displaced oscillator. The occupation $\langle n\rangle$ varies smoothly with $V$ at threshold, so this term produces no jump. It does move the level, and this static shift is taken as included in $\varepsilon_0$.

**Jump.** At zero temperature $F$ is 1 below the bias window, $1/2$ inside it and 0 above it. For $eV<\hbar\omega$ both terms of ${\rm Im}\,\Sigma^r$ vanish throughout the window. Just above threshold two strips open, each of width $eV-\hbar\omega$:

- at the top, $E\approx\hbar\omega/2$, with ${\rm Im}\,\Sigma^r=-(M^2/4)A_-$;
- at the bottom, $E\approx-\hbar\omega/2$, with ${\rm Im}\,\Sigma^r=-(M^2/4)A_+$.

The subscripts $\pm$ mean values at $E=\pm\hbar\omega/2$. Inserting the strips in $\delta I$ and differentiating with respect to $V$ gives

$$\Delta G=G_0\,\frac{\Gamma M^2}{8}\left[A_-{\rm Re}\,G_+^2+A_+{\rm Re}\,G_-^2\right].$$

From the definition of $T$, $|G|^2=4T/\Gamma^2$ and $A=4T/\Gamma$. Also $|G|^2(E-\varepsilon_0)^2=1-T$ and $|G|^2\Gamma^2/4=T$, so

$${\rm Re}\,G^2=|G|^4\left[(E-\varepsilon_0)^2-\frac{\Gamma^2}{4}\right]=\frac{4T}{\Gamma^2}(1-2T).$$

The bracket in $\Delta G$ is then $(16/\Gamma^3)T_+T_-[(1-2T_+)+(1-2T_-)]$, and

$$\boxed{\Delta G=G_0\,\frac{4M^2}{\Gamma^2}\,T_+T_-\,(1-T_+-T_-)}$$

For $\hbar\omega\ll\Gamma$ both $T_\pm$ tend to $T(0)=T$. The jump becomes $G_0(4M^2/\Gamma^2)T^2(1-2T)$, upward below $T=1/2$ and downward above it. This answers (a).

**Meaning of the terms.** An electron from the left at $+\hbar\omega/2$ that emits a phonon and leaves to the right has probability

$$\Gamma_L\Gamma_R|G_+|^2M^2|G_-|^2=\frac{4M^2}{\Gamma^2}T_+T_-,$$

which is the term with 1. The same electron loses elastic transmission. The change of $|\mathcal G^r|^2$ due to ${\rm Im}\,\Sigma^r$ is $|G_+|^2A_+{\rm Im}\,\Sigma^r$; times $\Gamma^2/4$ this is

$$T_+\,\frac{4T_+}{\Gamma}\left(-\frac{M^2}{4}\,\frac{4T_-}{\Gamma}\right)=-\frac{4M^2}{\Gamma^2}T_+^2T_-,$$

the term with $-T_+$. It has half the size it would have with all final states empty, because $F=1/2$ there. The hole process at $-\hbar\omega/2$ gives the term with $-T_-$. The sign of the step records whether the new inelastic current outweighs these two losses.

**Real part of the self-energy.** ${\rm Re}\,\Sigma^r$ is the Hilbert transform of ${\rm Im}\,\Sigma^r$, and a finite step in the latter makes a logarithm in the former. Let $y=eV-\hbar\omega$. The steps lie at $E_1=eV/2-y$ and $E_2=-eV/2+y$, and

$${\rm Re}\,\Sigma^r\ni\frac{M^2}{4\pi}\left[A_-\ln|E-E_1|-A_+\ln|E-E_2|\right].$$

Integrated up to $eV/2$, the first logarithm gives $y\ln|y|-y$ plus smooth terms. The second, integrated from $-eV/2$, gives the same. The derivative of each is $\ln|y|$, so

$$\delta G_{\log}=-G_0\frac{\Gamma M^2}{8\pi}\left[A_-{\rm Im}\,G_+^2-A_+{\rm Im}\,G_-^2\right]\ln|y|.$$

With ${\rm Im}\,G^2=-A\,{\rm Re}\,G$ the bracket is $-A_+A_-({\rm Re}\,G_+-{\rm Re}\,G_-)$. Define $x=2\varepsilon_0/\Gamma$ and $w=\hbar\omega/\Gamma$. Then $T_\pm=1/[1+(x\mp w)^2]$ and ${\rm Re}\,G_\pm=(2/\Gamma)(\pm w-x)T_\pm$, so

$${\rm Re}\,G_+-{\rm Re}\,G_-=\frac{2}{\Gamma}T_+T_-\left\{(w-x)[1+(w+x)^2]+(w+x)[1+(w-x)^2]\right\}.$$

The braces equal $2w(1+w^2-x^2)$. Therefore

$$\delta G_{\log}=-G_0\frac{8M^2w}{\pi\Gamma^2}T_+^2T_-^2\,(x^2-w^2-1)\ln|y|.$$

The logarithm is even in $y$, so it does not enter the jump. It vanishes as $w\to0$.

**Crossing at any $\hbar\omega/\Gamma$.** Divide the last factor of the jump by $T_+T_-$:

$$\frac{1-T_+-T_-}{T_+T_-}=\frac{1}{T_+T_-}-\frac1{T_-}-\frac1{T_+}=(x^2-w^2)^2-1 .$$

The jump vanishes when $x^2=w^2+1$ or, for $w>1$, also when $x^2=w^2-1$. Since $T(0)=1/(1+x^2)$,

$$T(0)=\frac{1}{2+w^2}\qquad\text{or}\qquad T(0)=\frac1{w^2}\quad(w>1).$$

This answers (b). At the first zero the logarithm vanishes too, so the sign change is clean. At the second it survives, and the conductance keeps a logarithmic feature without a jump. For $w>1$ the step at exact resonance is upward: an energy loss larger than the width puts $T_+$ and $T_-$ both below one half.

**Temperature.** For $w\ll1$, $A$ and $G$ are constant over the window, and the strip width is replaced by

$$S=\int dE\,(f_L-f_R)\left[1-F(E-\hbar\omega)+F(E+\hbar\omega)\right].$$

Shift $E$ by $-\hbar\omega$ in the last term and let a prime mark the argument $E-\hbar\omega$. The products $f_Lf_L'$ and $f_Rf_R'$ cancel, which leaves

$$S=\int dE\left[f_L(1-f_R')-f_R(1-f_L')\right]=h(eV-\hbar\omega)-h(-eV-\hbar\omega),$$

with $h(u)=u/(1-e^{-u/kT})$. The sign factor $1-2T$ is untouched. The peak in $d^2I/dV^2$ acquires a full width at half maximum of $5.44\,kT$.

## Two changes of the assumptions

**Unequal contacts.** Now the combination $(\Gamma_RI_L-\Gamma_LI_R)/\Gamma$ removes $\mathcal G^<$, and the prefactor $\Gamma/4$ becomes $\Gamma_L\Gamma_R/\Gamma$. Inside the window $F=\Gamma_L/\Gamma$. The strips have weights $\Gamma_R/\Gamma$ and $\Gamma_L/\Gamma$, whose sum is still 1. For $w\ll1$ the sign is again that of ${\rm Re}\,G^2$, which vanishes at half the height of the resonance:

$$T=\frac{2\Gamma_L\Gamma_R}{\Gamma^2}.$$

For contacts in the ratio $\Gamma_L:\Gamma_R=0.6:0.4$ this is 0.480. The correction is now of first order in $w$, and its sign depends on the sign of $\varepsilon_0$: the numerical crossing at $w=0.02$ is 0.482 for $\varepsilon_0>0$ and 0.478 for $\varepsilon_0<0$. Because their weights differ, the two logarithms no longer cancel as $w\to0$ (both vanish only at $\varepsilon_0=0$, where ${\rm Im}\,G^2=0$). A logarithmic feature therefore remains at the crossing.

**Phonon cooled only by the electrons.** Return to equal contacts and $w\ll1$. Emission is proportional to $\int F(E)[1-F(E-\hbar\omega)]dE=(eV-\hbar\omega)/4$ above threshold, and net damping to $\int[F(E-\hbar\omega)-F(E)]dE=\hbar\omega$. The phonon number is therefore

$$N=\frac{eV-\hbar\omega}{4\hbar\omega}.$$

It starts at zero, but its slope jumps. Emission and absorption stimulated by $N$ phonons add $M^2N[G(E-\hbar\omega)+G(E+\hbar\omega)]\approx2M^2NG$ to $\Sigma^r$. The added current is $-(2e/h)\Gamma M^2N\,eV\,{\rm Im}\,G^3$. At threshold $eV\,dN/d(eV)$ jumps by $1/4$, and ${\rm Im}\,G^3=-(8T^2/\Gamma^3)(3-4T)$, so

$$\Delta G_N=G_0\frac{2M^2}{\Gamma^2}T^2(3-4T),\qquad \Delta G+\Delta G_N=G_0\frac{M^2}{\Gamma^2}T^2(10-16T).$$

The crossing moves to $T=5/8$. The root found numerically at $w=0.02$ is 0.6247. The rule of one half thus needs a bath that cools the phonon much faster than the electrons do. This completes (c).

## Numbers, and comparison with the estimate

Take $\Gamma=1$ eV, $\hbar\omega=0.05$ eV, $M=0.03$ eV and 4.2 K, so that $w=0.05$ and $4M^2/\Gamma^2=0.0036$. The level energies below include the static phonon shift, which is downward and between 0.01 and 0.03 eV here. Leaving it out would change the first jump below by about 17%. With the level at 0.2 eV, $T(0)=0.862$, $T_+=0.8909$ and $T_-=0.8316$:

$$\frac{\Delta G}{G_0}=0.0036\times0.8909\times0.8316\times(1-1.7225)=-1.93\times10^{-3},$$

or $-0.149$ µS. With the level at 0.9 eV, $T(0)=0.236$ and the jump is $+1.06\times10^{-4}\,G_0$, or $+0.0082$ µS. At 0.5 eV, where $T(0)=1/2$, the formula leaves a jump of $-1.1\times10^{-6}\,G_0$, because its crossing lies at $T(0)=0.4994$. Terms of higher order in $M$ are as large as this remainder, so only its smallness is meaningful.

The scaling formula, taken with factor 1, gives $-1.94\times10^{-3}$ and $+1.06\times10^{-4}$ for the outer two levels. The factor is right because two strips contribute, each with half-filled final states. The estimate fails as $w$ grows:

- At $w=0.5$, $\varepsilon_0=0.3\,\Gamma$, it gives $-1.02$ in units of $G_0M^2/\Gamma^2$, against $-0.793$ from the boxed formula and from finite differences of the current. The crossing is at 0.444.
- At $w=2$, $\varepsilon_0=0$, it gives $-4$ against $+0.096$, so even the sign is wrong. The crossings are at 0.167 and 0.250.

With the level at 0.2 eV, the example lies in the rough regime of a small molecule bonded directly between platinum tips: a width of order 1 eV, a vibration of some tens of meV and a conductance not far below $G_0$. The value of $M$ is simply chosen. The model has one channel and constant widths. Platinum contacts can carry several channels and have $d$ bands near the Fermi level, so a measured conductance need not equal $T\,G_0$ of the level that couples to the vibration. The sign rule is for a vibration that shifts the level. In a symmetric junction, motion of the whole molecule from one tip towards the other instead strengthens one contact and weakens the other, and the rule does not cover that case. The thermal width of the step is 2 meV, well below $\hbar\omega$. The electrons damp the phonon at 0.17 meV with the level at 0.2 eV, and at 0.06 to 0.09 meV with the level near the crossing; unless the tips damp it much faster than this, the crossing moves from one half towards 5/8. A 0.6:0.4 contact ratio moves it to about 0.48. The least controlled omission is Coulomb repulsion. The charging energy of a small molecule this close to metal may be of order 1 eV, which is not clearly below $\pi\Gamma/2=1.6$ eV, the mean-field scale for a local moment on a level at the Fermi energy. The scale is higher for a level away from it. The figure of 1.47 eV in the output is for a sphere that just fills the gap, where the formula used is unreliable, so it indicates no more than this order of magnitude. The static part of the repulsion can be absorbed in $\varepsilon_0$, but its correlation effects on the crossing are not estimated here. For a level with a smaller $\Gamma$, comparable with $\hbar\omega$, the ratio $\hbar\omega/\Gamma$, the contact ratio and the division of the bias must all be known before the sign of a step is used to infer the transmission. At $w=0.5$ and $\varepsilon_0>0$, the crossing at 0.444 moves to 0.475 or 0.389 for $\Gamma_L:\Gamma_R=0.6:0.4$ or $0.4:0.6$, and to 0.403 or 0.491 if $\mu_L$ takes 0.6 or 0.4 of the bias.

The remaining values are in the numerical output.

## Calculated quantities

```
Jump at threshold, units (2e^2/h) M^2/Gamma^2:
 eps/Gamma=0.2 w/Gamma=0.05: numerical -2.1411, formula -2.1410
 eps/Gamma=0.5 w/Gamma=0.05: numerical -0.0012, formula -0.0012
 eps/Gamma=0.9 w/Gamma=0.05: numerical 0.1175, formula 0.1175
 eps/Gamma=0.3 w/Gamma=0.50: numerical -0.7932, formula -0.7931
 eps/Gamma=0.0 w/Gamma=2.00: numerical 0.0960, formula 0.0960
 log coefficient eps/Gamma=0.2 w/Gamma=0.05: numerical 0.0589, formula 0.0589
 log coefficient eps/Gamma=0.3 w/Gamma=0.50: numerical 0.2274, formula 0.2274
 log coefficient eps/Gamma=0.9 w/Gamma=0.50: numerical -0.0089, formula -0.0089
Zero-bias transmission where the jump vanishes:
 w/Gamma=0.05: numerical 0.4994, formula 0.4994, log coefficient there 0.0000
 w/Gamma=0.50: numerical 0.4444, formula 0.4444, log coefficient there 0.0000
 w/Gamma=2.00: numerical 0.1667, formula 0.1667, log coefficient there -0.0000
 w/Gamma=2.00: numerical 0.2500, formula 0.2500, log coefficient there 0.0398
Emission probability/(M/Gamma)^2 at eps/Gamma=0.3, w/Gamma=0.5: numerical 1.7920, formula 1.7920
Contacts 0.6:0.4, w/Gamma=0.02: crossing at T = 0.4819, half the maximum = 0.4800
Phonon cooled by electrons only, w/Gamma=0.02: crossing at T = 0.6247, formula 0.6250
 its jump at eps/Gamma=0.2: numerical -2.8186, formula -2.8189
Example: Gamma=1.00 eV, phonon=0.050 eV, M=0.030 eV, temperature=4.2 K
 2e^2/h = 77.481 uS; 4M^2/Gamma^2 = 0.00360
 level 0.2 eV: T(0)=0.8621, T+=0.8909, T-=0.8316
  jump = -1.927e-03 G0 = -1.493e-01 uS; log coefficient = 5.30e-05 G0
 level 0.5 eV: T(0)=0.5000, T+=0.5256, T-=0.4756
  jump = -1.124e-06 G0 = -8.706e-05 uS; log coefficient = 1.79e-08 G0
 level 0.9 eV: T(0)=0.2358, T+=0.2462, T-=0.2261
  jump = 1.057e-04 G0 = 8.193e-03 uS; log coefficient = -7.94e-07 G0
 crossing: level 0.50062 eV, T(0) = 0.49938
Neglected or absorbed effects in the example:
 static phonon shift of level at 0.5 eV: -0.0180 eV (occupation per spin 0.2502)
 thermal width of step: 5.44 kT = 0.00197 eV
 thermal phonon number: 1.0e-60
 phonon damping by electrons, level 0.2 eV: 1.70e-04 eV
 phonon energy / lead bandwidth (rough 5 eV): 0.010
 charging energy, sphere 0.3 nm in gap 0.6 nm (crude): 1.47 eV
 mean-field local-moment scale pi*Gamma/2: 1.57 eV
 mean-field level drift from zero bias to threshold: 2.9e-04 eV
```
